**Feynman's bound for the Fröhlich polaron at coupling five**

The program minimizes $E(v,w)$ over the trial frequencies $v\ge w>0$ and finds $-5.4401$ phonon energies at $\alpha=5$, where $\alpha$ is the carrier–phonon coupling. It asserts agreement with a second optimizer, adaptive quadrature and a direct momentum–time integral, and it tests the analytic gradient by finite differences. A discretized periodic path tests the trial free energy, the displacement $D$ and the memory average. A one-dimensional two-mode model is diagonalized, and its ground energy and thermal free energy are asserted to lie below the corresponding bounds. The line labelled "Limit w=0, best v" shows the value at the lower edge of the search range in $v$, not an interior localized minimum. For a hole with rough gallium-oxide parameters the bound is $-239$ meV, or $-210$ meV with a Brillouin-zone cutoff. The remaining lines size the effects of temperature, phonon energy, weak-coupling mass anisotropy and device field; short-range self-trapping is not included.

## Verification by program

```python
"""
Feynman upper bound for the Frohlich polaron, in units hbar = m = omega = 1:
  E(v,w) = 3(v-w)^2/(4v) - alpha/sqrt(pi) * integral exp(-t)/sqrt(D(t)) dt
  D(t)   = (w/v)^2 t + (v^2-w^2)(1-exp(-v t))/v^3
alpha is the coupling, v and w are trial frequencies (v >= w > 0), t is
imaginary time and D is the mean square displacement per component.
The minimum at alpha = 5 is tested to be near -5.44 phonon energies.
The same bound is tested on a two-mode model that can be diagonalized.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import circulant, eigh, eigvalsh
from scipy.optimize import minimize, minimize_scalar
from scipy.special import erf

S_MAX = 6.5


def gauss_nodes(upper, count):
    x, weight = np.polynomial.legendre.leggauss(count)
    return 0.5 * upper * (x + 1), 0.5 * upper * weight


S, W = gauss_nodes(S_MAX, 160)
UNIT_S, UNIT_W = gauss_nodes(1.0, 160)


def frequencies(x):
    w = np.exp(x[0])
    return w + np.exp(x[1]), w


def coordinates(v, w):
    return np.array([np.log(w), np.log(v - w)])


def spread(t, v, w):
    return (w / v)**2 * t - (v*v - w*w) / v**3 * np.expm1(-v * t)


def thermal_spread(t, v, w, beta):
    oscillation = (2 * np.sinh(v*t/2) * np.sinh(v*(beta-t)/2)
                   / np.sinh(v*beta/2))
    return (w/v)**2 * t*(1-t/beta) + (v*v-w*w)/v**3 * oscillation


def coulomb(alpha):
    return lambda D: alpha / np.sqrt(np.pi * D)


def cut_coulomb(alpha, cutoff):
    return lambda D: (alpha * erf(cutoff*np.sqrt(D/2))
                      / np.sqrt(np.pi * D))


def ground_bound(x, interaction, dim=3, nodes=(S, W)):
    v, w = frequencies(x)
    s, weight = nodes
    t = s*s
    integral = np.sum(2*s*weight*np.exp(-t)*interaction(spread(t, v, w)))
    return dim*(v-w)**2/(4*v) - integral


def trial_shift(v, w, beta):
    return (np.log(np.sinh(v*beta/2)/np.sinh(w*beta/2))
            - np.log(v/w)) / beta


def memory_average(v, w, beta):
    return (v*v-w*w)/(4*v) * (1/np.tanh(v*beta/2) - 2/(v*beta))


def thermal_bound(x, interaction, beta, dim=3):
    v, w = frequencies(x)
    upper = np.sqrt(beta/2)
    s, weight = upper*UNIT_S, upper*UNIT_W
    t = s*s
    kernel = np.cosh(beta/2-t)/np.sinh(beta/2)
    D = thermal_spread(t, v, w, beta)
    integral = np.sum(2*s*weight*kernel*interaction(D))
    return dim*(trial_shift(v, w, beta)-memory_average(v, w, beta)) - integral


def simplex(function, start):
    result = minimize(function, start, method="Nelder-Mead",
                      options=dict(xatol=1e-7, fatol=1e-11, maxiter=3000))
    assert result.success
    return result


def energy_gradient(x, alpha):
    v, w = frequencies(x)
    d, t = v-w, S*S
    saturation = -np.expm1(-v*t)
    D = spread(t, v, w)
    D_v = (-2*w*w*t/v**3 + (3*w*w/v**4-1/v**2)*saturation
           + (v*v-w*w)/v**3*t*np.exp(-v*t))
    D_w = 2*w/v**2*(t-saturation/v)
    weight = 2*S*W*np.exp(-t)
    factor = alpha/(2*np.sqrt(np.pi))
    E_v = 0.75*(1-w*w/v**2) + factor*np.sum(weight*D**-1.5*D_v)
    E_w = -1.5*d/v + factor*np.sum(weight*D**-1.5*D_w)
    return ground_bound(x, coulomb(alpha)), np.array([w*(E_v+E_w), d*E_v])


def hessian(x, alpha, h=1e-4):
    columns = []
    for direction in np.eye(2):
        plus = energy_gradient(x+h*direction, alpha)[1]
        minus = energy_gradient(x-h*direction, alpha)[1]
        columns.append((plus-minus)/(2*h))
    matrix = np.array(columns).T
    return (matrix+matrix.T)/2


def newton_polaron(alpha):
    starts = [np.array([a, b]) for a in np.linspace(np.log(0.5), np.log(5), 9)
              for b in np.linspace(np.log(0.05), np.log(30), 12)]
    x = min(starts, key=lambda p: ground_bound(p, coulomb(alpha)))
    history = []
    for _ in range(60):
        energy, gradient = energy_gradient(x, alpha)
        history.append((*frequencies(x), energy, np.linalg.norm(gradient)))
        if history[-1][3] < 1e-9:
            return x, energy, history
        values, vectors = eigh(hessian(x, alpha))
        step = -vectors @ ((vectors.T@gradient)
                           / np.maximum(np.abs(values), 1e-5))
        step /= max(1.0, np.linalg.norm(step))
        scale = 1.0
        while (ground_bound(x+scale*step, coulomb(alpha)) > energy+1e-13
               and scale > 1e-8):
            scale /= 2
        x = x + scale*step
    raise AssertionError("Newton iteration did not converge")


# Main minimization and checks of derivatives, quadrature and global search.
alpha = 5.0
x_best, energy, history = newton_polaron(alpha)
v, w = frequencies(x_best)
assert abs(energy+5.44) < 0.005
assert np.all(eigvalsh(hessian(x_best, alpha)) > 0)
second_search = simplex(lambda x: ground_bound(x, coulomb(alpha)), [0.0, 0.0])
assert abs(second_search.fun-energy) < 1e-8
for a in np.linspace(-4, 3, 36):
    for b in np.linspace(-5, 4, 46):
        assert ground_bound([a, b], coulomb(alpha)) >= energy-1e-10
x_test = np.array([0.4, 0.9])
numeric_gradient = [
    (ground_bound(x_test+1e-5*e, coulomb(alpha))
     - ground_bound(x_test-1e-5*e, coulomb(alpha)))/2e-5 for e in np.eye(2)]
assert np.allclose(numeric_gradient, energy_gradient(x_test, alpha)[1],
                   atol=1e-7)
adaptive_integral = quad(
    lambda s: 2*s*np.exp(-s*s)/np.sqrt(spread(s*s, v, w)),
    0, np.inf, epsabs=1e-11, epsrel=1e-11)[0]
elastic = 3*(v-w)**2/(4*v)
adaptive_energy = elastic-alpha/np.sqrt(np.pi)*adaptive_integral
assert abs(adaptive_energy-energy) < 1e-8


# Momentum sum from the Frohlich coupling, without the Coulomb average.
def recoil_integral(k, v, w):
    scale = 1+k*k/2
    return quad(lambda y: np.exp(-y/scale-k*k/2*spread(y/scale, v, w)),
                0, np.inf, epsabs=1e-10, epsrel=1e-9)[0]/scale


momentum_factor = np.sqrt(2)*alpha/np.pi
momentum_energy = momentum_factor*quad(
    lambda k: recoil_integral(k, v, w), 0, np.inf, epsabs=1e-8)[0]
assert abs(elastic-momentum_energy-energy) < 1e-6
test_cutoff = 4.0
cut_direct = momentum_factor*quad(
    lambda k: recoil_integral(k, v, w), 0, test_cutoff, epsabs=1e-8)[0]
assert abs(elastic-cut_direct
           - ground_bound(x_best, cut_coulomb(alpha, test_cutoff))) < 1e-6

# Weak-coupling and localized limits.
second_order = -momentum_factor*quad(lambda k: 1/(1+k*k/2), 0, np.inf)[0]
assert abs(ground_bound([0, -18], coulomb(alpha))-second_order) < 1e-6
localized = minimize_scalar(
    lambda b: ground_bound([-20, b], coulomb(alpha)),
    bounds=(-4, 5), method="bounded").fun
gaussian_static = -alpha**2/(3*np.pi)
assert energy < second_order and energy < localized < gaussian_static

# The trial action itself on a discretized periodic path, one component.
beta_test, v_test, w_test, slices = 3.0, 4.0, 2.0, 600
dt = beta_test/slices
times = dt*np.arange(slices)
first_row = np.zeros(slices)
first_row[[0, 1, -1]] = [2/dt, -1/dt, -1/dt]
kinetic = circulant(first_row)
kernel = circulant(np.cosh(w_test*(beta_test/2-times))
                   / np.sinh(w_test*beta_test/2))
C = w_test*(v_test**2-w_test**2)/4
memory = 2*C*dt**2*(np.diag(kernel.sum(axis=1))-kernel)
values, vectors = eigh(kinetic+memory)
free_values = eigvalsh(kinetic)
lattice_shift = np.sum(np.log(values[1:]/free_values[1:]))/(2*beta_test)
covariance = (vectors[:, 1:]/values[1:])@vectors[:, 1:].T
lattice_spread = 2*(covariance[0, 0]-covariance[0])
lattice_memory = np.sum(memory*covariance)/(2*beta_test)
# Tolerances cover the second-order time-step error.
assert abs(lattice_shift-trial_shift(v_test, w_test, beta_test)) < 5e-4
assert np.max(np.abs(lattice_spread-thermal_spread(
    times, v_test, w_test, beta_test))) < 5e-4
assert abs(lattice_memory-memory_average(v_test, w_test, beta_test)) < 5e-4

# Normal modes of the electron and its fictitious partner.
partner_mass, spring = v*v/w**2-1, v*v-w*w
root_mass = np.sqrt(partner_mass)
mode_values, modes = eigh(spring*np.array(
    [[1, -1/root_mass], [-1/root_mass, 1/partner_mass]]))
relative_mode = modes[0, 1]-modes[1, 1]/root_mass
radius = np.sqrt(3*v/(2*(v*v-w*w)))
assert abs(np.sqrt(mode_values[1])-v) < 1e-8
assert abs(np.sqrt(3*relative_mode**2/(2*v))-radius) < 1e-8


# Complete inequality tested on a one-dimensional model with modes +k and -k.
def two_mode_levels(momentum, k, coupling, size=18):
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    position = lower+lower.T
    n_plus = np.repeat(np.arange(size), size)
    n_minus = np.tile(np.arange(size), size)
    diagonal = (momentum-k*(n_plus-n_minus))**2/2+n_plus+n_minus
    identity = np.eye(size)
    return eigvalsh(np.diag(diagonal)+coupling*(
        np.kron(position, identity)+np.kron(identity, position)))


toy_k, toy_g, toy_beta = 1.0, 0.8, 1.7


def toy_interaction(D):
    return 2*toy_g**2*np.exp(-toy_k**2*D/2)


toy_exact = two_mode_levels(0, toy_k, toy_g)[0]
toy_bound = simplex(lambda x: ground_bound(x, toy_interaction, 1), [0, -1]).fun
assert toy_exact <= toy_bound+1e-9
assert toy_bound-toy_exact < 0.05*abs(toy_exact)
momentum_step = 0.6
toy_partition = 0.0
for j in range(26):
    levels = two_mode_levels(j*momentum_step, toy_k, toy_g)
    toy_partition += (1 if j == 0 else 2)*np.exp(-toy_beta*levels).sum()
toy_partition *= momentum_step/(2*np.pi)
free_partition = (1/np.sqrt(2*np.pi*toy_beta)
                  / (1-np.exp(-toy_beta))**2)
toy_thermal_exact = -np.log(toy_partition/free_partition)/toy_beta
toy_thermal_bound = simplex(
    lambda x: thermal_bound(x, toy_interaction, toy_beta, 1), [0, -1]).fun
assert toy_thermal_exact <= toy_thermal_bound+1e-8
assert toy_thermal_bound-toy_thermal_exact < 0.05*abs(toy_thermal_exact)
cold_limit = (2*thermal_bound(x_best, coulomb(alpha), 80)
              - thermal_bound(x_best, coulomb(alpha), 40))
# The remaining difference is of second order in temperature.
assert abs(cold_limit-energy) < 1e-3

# Rough material inputs; the hole mass is chosen to give alpha = 5.
phonon_meV, eps_high, eps_static = 44.0, 3.6, 10.2
cell_nm3, electron_mass, temperature = 0.105, 0.28, 300.0
other_phonon_meV, anisotropy, field_MV_cm = 70.0, 3.0, 2.0
rydberg_meV = (const.Rydberg*const.h*const.c/const.e)*1000
dielectric = 1/eps_high-1/eps_static
hole_mass = phonon_meV/rydberg_meV*(alpha/dielectric)**2
phonon_J = phonon_meV*1e-3*const.e
length_nm = const.hbar/np.sqrt(hole_mass*const.m_e*phonon_J)*1e9
coulomb_SI = const.e**2*dielectric/(4*np.pi*const.epsilon_0*1e-9)
coulomb_model = np.sqrt(2)*alpha*phonon_J*length_nm
assert abs(coulomb_SI/coulomb_model-1) < 1e-7
electron_alpha = dielectric*np.sqrt(rydberg_meV*electron_mass/phonon_meV)
electron_energy = newton_polaron(electron_alpha)[1]
zone_nm = (6*np.pi**2/cell_nm3)**(1/3)
cutoff = zone_nm*length_nm
cut_energy = simplex(
    lambda x: ground_bound(x, cut_coulomb(alpha, cutoff)), x_best).fun
assert cut_energy > energy
beta = phonon_J/(const.k*temperature)
warm = simplex(lambda x: thermal_bound(x, coulomb(alpha), beta), x_best)
other_alpha = alpha*np.sqrt(phonon_meV/other_phonon_meV)
other_energy = newton_polaron(other_alpha)[1]
mass_across, mass_along = anisotropy**(-1/3), anisotropy**(2/3)


def directional_energy(cosine):
    inverse_mass = (1-cosine**2)/mass_across+cosine**2/mass_along
    return np.sqrt(2)/np.pi*quad(
        lambda k: 1/(1+k*k*inverse_mass/2), 0, np.inf)[0]


anisotropic_ratio = quad(directional_energy, 0, 1)[0]
radius_nm = radius*length_nm
field_drop_meV = field_MV_cm*1e8*radius_nm*1e-9*1000
binding_meV = -energy*phonon_meV
equal_field = field_MV_cm*binding_meV/field_drop_meV

print(f"Coupling alpha: {alpha:.1f}")
print("Newton: step, v, w, energy (phonon energies), gradient")
shown = history if len(history) <= 9 else history[:4]+history[-5:]
shown_steps = (range(len(history)) if len(history) <= 9 else
               list(range(4))+list(range(len(history)-5, len(history))))
for step, row in zip(shown_steps, shown):
    print(f" {step:2d} {row[0]:.6f} {row[1]:.6f} {row[2]:.8f} {row[3]:.1e}")
print(f"Minimum energy: {energy:.6f} phonon energies")
print(f"Elastic term: {elastic:.6f} phonon energies")
print(f"Interaction term: {energy-elastic:.6f} phonon energies")
print(f"Limit v=w: {second_order:.6f} phonon energies")
print(f"Limit w=0, best v: {localized:.6f} phonon energies")
print(f"Static Gaussian: {gaussian_static:.6f} phonon energies")
print(f"Trial total mass / band mass: {v*v/w**2:.4f}")
for count in (5, 10, 20, 40):
    error = ground_bound(x_best, coulomb(alpha),
                         nodes=gauss_nodes(S_MAX, count))-adaptive_energy
    print(f"Quadrature error, {count} nodes: {error:.1e} phonon energies")
print("Coupling table: alpha, v, w, energy (phonon energies)")
for coupling in (1.0, 3.0, 7.0, 9.0, 11.0):
    x_row, e_row, _ = newton_polaron(coupling)
    v_row, w_row = frequencies(x_row)
    print(f" {coupling:4.1f} {v_row:.4f} {w_row:.4f} {e_row:.5f}")
print(f"Two-mode test: k={toy_k:.1f}, g={toy_g:.1f}, beta={toy_beta:.1f}")
print(f"Two-mode ground, diagonalized: {toy_exact:.6f} phonon energies")
print(f"Two-mode ground, bound: {toy_bound:.6f} phonon energies")
print(f"Two-mode thermal, diagonalized: {toy_thermal_exact:.6f}")
print(f"Two-mode thermal, bound: {toy_thermal_bound:.6f}")
print(f"Rough phonon energy: {phonon_meV:.1f} meV")
print(f"Rough dielectric constants: {eps_high:.1f}, {eps_static:.1f}")
print(f"Hole mass for chosen alpha: {hole_mass:.3f} electron masses")
print(f"Polaron length unit: {length_nm:.4f} nm")
print(f"Trial rms radius: {radius_nm:.4f} nm")
print(f"Hole energy bound: {energy*phonon_meV:.2f} meV")
print(f"Electron: mass {electron_mass:.2f}, alpha {electron_alpha:.3f}")
print(f"Electron energy bound: {electron_energy*phonon_meV:.2f} meV")
print(f"Rough cell volume: {cell_nm3:.3f} nm^3")
print(f"Zone cutoff: {zone_nm:.3f} nm^-1, scaled {cutoff:.3f}")
print(f"Hole bound with cutoff: {cut_energy*phonon_meV:.2f} meV")
print(f"Temperature: {temperature:.0f} K, scaled beta {beta:.4f}")
print(f"Thermal free-energy shift bound: {warm.fun*phonon_meV:.2f} meV")
print(f"Other phonon: {other_phonon_meV:.0f} meV, alpha {other_alpha:.3f}")
print(f"Bound with other phonon: {other_energy*other_phonon_meV:.2f} meV")
print(f"Mass anisotropy tested: {anisotropy:.1f} to 1")
print(f"Weak-coupling change: {100*(anisotropic_ratio-1):.2f} percent")
print(f"Drop over radius at {field_MV_cm:.1f} MV/cm: {field_drop_meV:.2f} meV")
print(f"Field where drop equals bound: {equal_field:.3f} MV/cm")
print("finished without a failed check")
```

Printed output:

```
Coupling alpha: 5.0
Newton: step, v, w, energy (phonon energies), gradient
  0 3.746525 2.108483 -5.43548619 6.4e-02
  1 4.099135 2.158374 -5.44001094 1.1e-02
  2 4.035922 2.140557 -5.44014443 2.5e-04
  3 4.034345 2.140019 -5.44014450 1.3e-07
  4 4.034344 2.140018 -5.44014450 3.6e-14
Minimum energy: -5.440144 phonon energies
Elastic term: 0.667110 phonon energies
Interaction term: -6.107255 phonon energies
Limit v=w: -5.000000 phonon energies
Limit w=0, best v: -4.997723 phonon energies
Static Gaussian: -2.652582 phonon energies
Trial total mass / band mass: 3.5539
Quadrature error, 5 nodes: 3.5e-01 phonon energies
Quadrature error, 10 nodes: -4.5e-04 phonon energies
Quadrature error, 20 nodes: -9.6e-07 phonon energies
Quadrature error, 40 nodes: -4.9e-13 phonon energies
Coupling table: alpha, v, w, energy (phonon energies)
  1.0 3.1096 2.8707 -1.01303
  3.0 3.4213 2.5603 -3.13333
  7.0 5.8099 1.6037 -8.11269
  9.0 9.8502 1.2823 -11.48579
 11.0 15.4132 1.1621 -15.70981
Two-mode test: k=1.0, g=0.8, beta=1.7
Two-mode ground, diagonalized: -0.908183 phonon energies
Two-mode ground, bound: -0.906353 phonon energies
Two-mode thermal, diagonalized: -1.126843
Two-mode thermal, bound: -1.126824
Rough phonon energy: 44.0 meV
Rough dielectric constants: 3.6, 10.2
Hole mass for chosen alpha: 2.503 electron masses
Polaron length unit: 0.8319 nm
Trial rms radius: 0.5984 nm
Hole energy bound: -239.37 meV
Electron: mass 0.28, alpha 1.672
Electron energy bound: -75.26 meV
Rough cell volume: 0.105 nm^3
Zone cutoff: 8.262 nm^-1, scaled 6.873
Hole bound with cutoff: -209.76 meV
Temperature: 300 K, scaled beta 1.7020
Thermal free-energy shift bound: -345.98 meV
Other phonon: 70 meV, alpha 3.964
Bound with other phonon: -295.07 meV
Mass anisotropy tested: 3.0 to 1
Weak-coupling change: -2.57 percent
Drop over radius at 2.0 MV/cm: 119.67 meV
Field where drop equals bound: 4.000 MV/cm
finished without a failed check
```
